# Interband coherence in the Wigner lattice thermal conductivity of two phonon branches

A crystal has two phonon branches, $s=1,2$, with angular frequencies $\omega_1(q)<\omega_2(q)$. A weak, smooth temperature gradient $\partial_RT$ lies along the direction $R$, and $q$ is the wavevector component along it. The cell volume is $\mathcal V$ and there are $N_q$ wavevectors. The task is to find the heat carried by each branch, the heat carried by coherence between the branches, and the conditions under which the second matters.

The mass-weighted dynamical matrix $D(q)$ is Hermitian and positive, and its phases include the atomic positions within the cell. Put $\Omega=\sqrt D$, so that $\Omega|s\rangle=\omega_s|s\rangle$. With $u$ and $p$ the mass-weighted displacements and momenta, the operators

$$a=\frac{1}{\sqrt{2\hbar}}\left(\Omega^{1/2}u+i\,\Omega^{-1/2}p\right)$$

turn the harmonic Hamiltonian into $\hbar\sum_q a^\dagger\Omega a$ plus a constant. The linewidth $\Gamma_s=1/\tau_s$ is a full width in angular frequency, with $\tau_s$ the lifetime of the phonon number. It is assumed that $\Gamma_s\ll\omega_s$. Linewidths and frequencies quoted in THz are divided by $2\pi$.

## (a) The velocity matrix

**Express the elements of $V=\partial_q\Omega$ through $\partial_qD$.**

Since $\Omega$ and its derivative need not commute, differentiating $\Omega^2=D$ gives two terms:

$$V\Omega+\Omega V=\partial_qD .$$

Take the element between $\langle s|$ and $|s'\rangle$. In the first term $\Omega$ acts to the right and gives $\omega_{s'}$; in the second it acts to the left and gives $\omega_s$. Hence

$$v_{ss'}=\langle s|V|s'\rangle=\frac{\langle s|\partial_qD|s'\rangle}{\omega_s+\omega_{s'}} .$$

The diagonal element is the group velocity $\partial_q\omega_s$. The off-diagonal element, divided by the frequency separation, gives the rate at which the two vibration patterns turn into each other as $q$ changes. To see this, differentiate $\Omega|s'\rangle=\omega_{s'}|s'\rangle$ and project on $\langle s|$ with $s\ne s'$:

$$v_{ss'}+\omega_s\langle s|\partial_qs'\rangle=\omega_{s'}\langle s|\partial_qs'\rangle
\;\Rightarrow\;
\langle s|\partial_qs'\rangle=\frac{v_{ss'}}{\omega_{s'}-\omega_s}.$$

## (b) The transport equation

**Find the equation of motion of the phonon density matrix when it varies slowly in space.**

Let $q_\pm=q\pm k/2$ and define

$$n_{bb'}(q_+,q_-)=\langle a^\dagger_{b'}(q_-)\,a_b(q_+)\rangle .$$

A difference $k$ between the wavevectors describes a modulation $e^{ikR}$ in space. Averages of type $\langle aa\rangle$, which oscillate at the sum of two frequencies, are left out. The Hamiltonian gives $\dot a=-i\Omega a$ and $\dot a^\dagger=ia^\dagger\Omega$. Therefore

$$\partial_tn=-i(\Omega_+n-n\Omega_-),\qquad \Omega_\pm=\Omega(q_\pm).$$

For small $k$, $\Omega_\pm=\Omega\pm\tfrac k2V$, and so

$$\Omega_+n-n\Omega_-=[\Omega,n]+\tfrac k2\{V,n\}.$$

Acting on $e^{ikR}$, $k$ equals $-i\partial_R$. The second term thus contributes $-i\cdot\tfrac12(-i)\{V,\partial_Rn\}=-\tfrac12\{V,\partial_Rn\}$ to $\partial_tn$.

For collisions we use a relaxation model. The amplitude of branch $s$ decays at the rate $\Gamma_s/2$, so the product of amplitudes from $s$ and $s'$ decays at $\bar\Gamma_{ss'}=(\Gamma_s+\Gamma_{s'})/2$. With $\Gamma$ diagonal in the branches,

$$\partial_tn+i[\Omega,n]+\tfrac12\{V,\partial_Rn\}=-\tfrac12\{\Gamma,n-n^0\}.$$

This is the Wigner transport equation in the relaxation approximation. For $n^0$ we take the Bose function of $\Omega(q)$ at the local temperature $T(R)$, which is diagonal with elements $n_s$. Part (f) examines that choice.

## (c) The heat flux

**Derive the flux from energy conservation.**

Sharing each term of $\hbar a^\dagger\Omega a$ equally between its two ends is one choice of energy density; part (f) gives the size of this choice. It gives the Fourier component of the energy

$$E_k=\frac\hbar2\sum_q\mathrm{Tr}\,[(\Omega_++\Omega_-)n].$$

Only harmonic motion carries energy from place to place in this model. Its contribution to $\dot E_k$ contains

$$\begin{aligned}
&\mathrm{Tr}[(\Omega_++\Omega_-)(\Omega_+n-n\Omega_-)]\\
&=\mathrm{Tr}[\Omega_+^2n+\Omega_-\Omega_+n-\Omega_+n\Omega_--\Omega_-n\Omega_-].
\end{aligned}$$

By cyclic order, the third trace equals $\mathrm{Tr}[\Omega_-\Omega_+n]$ and cancels the second. The fourth equals $\mathrm{Tr}[\Omega_-^2n]$. Since $\Omega_\pm^2=D_\pm$,

$$\dot E_k=-\frac{i\hbar}{2}\sum_q\mathrm{Tr}[(D_+-D_-)n]
\simeq-ik\,\frac\hbar2\sum_q\mathrm{Tr}[(\partial_qD)n].$$

Continuity requires $\dot E_k=-ikJ_k$. Per unit volume, the flux is

$$J=\frac{\hbar}{2\mathcal VN_q}\sum_q\sum_{ss'}(\omega_s+\omega_{s'})\,v_{s's}\,n_{ss'} .$$

An off-diagonal $n_{ss'}$ can therefore carry heat if $v_{s's}\neq0$. The elements $ss'$ and $s's$ together contribute through the real part of $v_{s's}n_{ss'}$, so a part of $n_{ss'}$ that is a quarter-turn out of phase with $v_{ss'}$ carries none.

## (d) The conductivity

**Solve for the steady response and separate the two contributions.**

Write $n=n^0+\delta n$. The matrix $n^0$ commutes with $\Omega$, and $\partial_R\delta n$ is of second order in the gradient. To first order,

$$i(\omega_s-\omega_{s'})\delta n_{ss'}+\tfrac12v_{ss'}(\partial_Tn_s+\partial_Tn_{s'})\partial_RT=-\bar\Gamma_{ss'}\delta n_{ss'},$$

which gives

$$\delta n_{ss'}=-\frac{v_{ss'}(\partial_Tn_s+\partial_Tn_{s'})}{2[\bar\Gamma_{ss'}+i(\omega_s-\omega_{s'})]}\,\partial_RT .$$

The equilibrium part $n^0$ carries no net flux: its contribution at each $q$ is a function of $\omega_s$ times $\partial_q\omega_s$, a total derivative that sums to zero over the zone.

Insert $\delta n$ in $J=-\kappa\,\partial_RT$. The mode heat capacity $C_s=\hbar\omega_s\partial_Tn_s$ replaces $\hbar\partial_Tn_s$ by $C_s/\omega_s$, and $v_{s's}v_{ss'}=|v_{ss'}|^2$ because $V$ is Hermitian:

$$\kappa=\frac{1}{\mathcal VN_q}\sum_q\sum_{ss'}\frac{\omega_s+\omega_{s'}}4
\left(\frac{C_s}{\omega_s}+\frac{C_{s'}}{\omega_{s'}}\right)
\frac{|v_{ss'}|^2}{\bar\Gamma_{ss'}+i(\omega_s-\omega_{s'})}.$$

For $s=s'$ the prefactor is $(2\omega_s/4)(2C_s/\omega_s)=C_s$, so

$$\kappa_P=\frac{1}{\mathcal VN_q}\sum_{q,s}\frac{C_sv_{ss}^2}{\Gamma_s}.$$

For the other two elements let $\Delta=\omega_2-\omega_1$ and $\bar\Gamma=(\Gamma_1+\Gamma_2)/2$. Their denominators are complex conjugates:

$$\frac1{\bar\Gamma-i\Delta}+\frac1{\bar\Gamma+i\Delta}=\frac{2\bar\Gamma}{\Delta^2+\bar\Gamma^2}.$$

The interband coherence term is therefore

$$\boxed{\kappa_C=\frac1{\mathcal VN_q}\sum_q\frac{\omega_1+\omega_2}{2}
\left(\frac{C_1}{\omega_1}+\frac{C_2}{\omega_2}\right)|v_{12}|^2
\frac{\bar\Gamma}{\Delta^2+\bar\Gamma^2}}$$

A direct test avoids velocity matrices. The steady response to an imposed temperature wave with $k=0.001\ \mathrm{nm}^{-1}$ was found with the exact commutator of part (b), and $\kappa$ was read from the rate at which harmonic motion removes the wave's energy. For the two-branch model of part (g), with a 0.1 nm atomic offset and linewidths at 1/4, 1 and 4 times their stated values, the largest relative difference from $\kappa_P+\kappa_C$ was $4.5\times10^{-6}$.

## (e) When does coherence matter?

**Vary the linewidths at fixed temperature and dispersion.**

At one $q$, the linewidth enters $\kappa_C$ through $L=\bar\Gamma/(\Delta^2+\bar\Gamma^2)$, whose derivative is

$$\frac{dL}{d\bar\Gamma}=\frac{\Delta^2-\bar\Gamma^2}{(\Delta^2+\bar\Gamma^2)^2}.$$

It is positive for $\bar\Gamma<\Delta$ and negative for $\bar\Gamma>\Delta$. The local contribution peaks at $\bar\Gamma=\Delta$, where $L=1/(2\Delta)$.

To compare with the population term, scale both linewidths together: $\Gamma_s=g_s\bar\Gamma$ with fixed $g_s$. The population term then varies as $1/\bar\Gamma$. The ratio of the two local contributions is

$$r(q)=r_\infty\frac{\bar\Gamma^2}{\Delta^2+\bar\Gamma^2},$$

$$r_\infty=\frac{\frac{\omega_1+\omega_2}{2}\left(\frac{C_1}{\omega_1}+\frac{C_2}{\omega_2}\right)|v_{12}|^2}{\sum_sC_sv_{ss}^2/g_s}.$$

- For $\bar\Gamma\ll\Delta$, $r\simeq r_\infty(\bar\Gamma/\Delta)^2$. The relative phase of the branches turns many times before damping, and the coherent flux nearly averages out.
- At $\bar\Gamma=\Delta$, $r=r_\infty/2$. The coherence lasts about as long as the phase takes to turn by one radian.
- For $\bar\Gamma\gg\Delta$, $r\to r_\infty$. Both contributions fall as $1/\bar\Gamma$, but their ratio stays finite.

Comparable linewidth and separation thus mark the crossover. They make coherence important if $r_\infty$ is not small, which requires $v_{12}$ to be appreciable beside the group velocities. Two branches that cross without mixing have $v_{12}=0$ and no coherence term, however broad they are.

In a whole zone $\Delta$ depends on $q$. If $\bar\Gamma$ is the same at all $q$, every contribution to $\kappa_C$ grows with $\bar\Gamma$ below the smallest separation and falls above the largest. The peak of $\kappa_C$ lies between them.

## (f) Two limits of the result

**First, what happens at a very narrow avoided crossing?**

Let unmixed branches $A$ and $B$ cross with slopes $u_A,u_B$. A small constant coupling $\eta$ gives, near the crossing,

$$\Omega=\begin{pmatrix}\omega_A&\eta\\\eta&\omega_B\end{pmatrix},\qquad
V=\begin{pmatrix}u_A&0\\0&u_B\end{pmatrix}.$$

At $\omega_A=\omega_B$ the eigenvectors are $(1,\pm1)/\sqrt2$ and the separation is $2\eta$. Consequently

$$v_{11}=v_{22}=\frac{u_A+u_B}2,\qquad |v_{12}|=\frac{|u_A-u_B|}2,$$

$$v_{11}^2+v_{22}^2+2|v_{12}|^2=\frac{(u_A+u_B)^2+(u_A-u_B)^2}{2}=u_A^2+u_B^2 .$$

For equal linewidths $\Gamma\gg2\eta$ and nearly equal heat capacities, $\kappa_C$ restores what $\kappa_P$ loses. In the model of part (g), with the splitting reduced to 0.004 THz and both linewidths at 0.40 THz, the population term at the crossing is 20.00% of the unmixed value. With coherence the sum is 99.99%. The division into two terms depends on a labelling of branches that damping no longer resolves; for equal linewidths their sum does not. If the linewidths differ, the sum also depends on whether damping is assigned to the mixed or to the unmixed branches.

**Second, is the Bose function of $\Omega(q)$ the true local equilibrium?**

Not quite. With $\phi=\delta T/T$, a Gibbs state with local temperature replaces the one-phonon operator $\Omega$ by $\Omega-\tfrac12\{\phi,\Omega\}$ at fixed $T$. First-order perturbation theory gives, between branch $a$ at $q_+$ and branch $b$ at $q_-$, the element $G_{ab}\,\delta T\langle a_+|b_-\rangle$, where

$$G_{ab}=-\frac{\omega_a+\omega_b}{2T}\,\frac{n_a-n_b}{\omega_a-\omega_b},\qquad G_{aa}=\partial_Tn_a .$$

Now project on $s\ne s'$ at $q$, using $|a_\pm\rangle=|a\rangle\pm\tfrac k2|\partial_qa\rangle$ and $A=\langle s|\partial_qs'\rangle=-\langle\partial_qs|s'\rangle$. The pair $(a,b)=(s,s')$ gives $-kAG_{ss'}$; the pairs $(s,s)$ and $(s',s')$ give $\tfrac k2AG_{ss}$ and $\tfrac k2AG_{s's'}$. With $M=\tfrac12(G_{ss}+G_{s's'})$,

$$n^0_{ss'}=kA(M-G_{ss'})\,\delta T .$$

Let $\delta=\omega_s-\omega_{s'}$, so that $A=-v_{ss'}/\delta$ by part (a). The source $\bar\Gamma n^0_{ss'}$ joins the gradient term $-ikv_{ss'}M\delta T$, and the response becomes

$$n_{ss'}=-ikv_{ss'}\,\delta T\;\frac{M-i\bar\Gamma(M-G_{ss'})/\delta}{\bar\Gamma+i\delta}.$$

Multiply numerator and denominator by $\bar\Gamma-i\delta$. The real part of the numerator is $\bar\Gamma M-\bar\Gamma(M-G_{ss'})=\bar\Gamma G_{ss'}$. The imaginary part is odd in $\delta$ and cancels between the two elements. The only change in $\kappa_C$ is therefore $M\to G_{12}$, which is the weight of the Kubo formula for the flux of part (c).

The weights agree as $\Delta\to0$. They also agree in the classical limit $n_s=k_BT/\hbar\omega_s$, where both equal $k_B(\omega_1+\omega_2)/(2\hbar\omega_1\omega_2)$. A separation small beside $k_BT/\hbar$ thus makes the two weights agree, but high temperature alone does not make the boxed formula safe. Building the flux from the atomic energy $\tfrac12p^2+\tfrac12uDu$ instead multiplies the resonant coherence term by $(\omega_1+\omega_2)^2/(4\omega_1\omega_2)$ at any temperature. This is a change of 0.09% for the example below but a factor $4/3$ for branches at 3 and 9 THz, where $\kappa_C$ also depends on how the damping is modelled. The boxed formula needs a separation small beside both $\omega$ and $k_BT/\hbar$. For the example below the replacement changes $\kappa_C$ by $-0.003\%$. At 60 K, with splitting 1.2 THz and tripled linewidths, it changes it by $-4.28\%$.

## (g) A numerical example

**Evaluate both terms for two mixed optical branches at 300 K.**

Take a cell of length $a=0.5$ nm and cross-section 0.25 nm², with dispersion along the length alone. Branch $A$ runs from 7.5 THz at the zone centre to 8.7 THz at the edge, and $B$ from 8.3 to 7.9 THz. For each,

$$D_{jj}=(2\pi)^2\left[\frac{\nu_0^2+\nu_\pi^2}{2}+\frac{\nu_0^2-\nu_\pi^2}{2}\cos qa\right],$$

where $\nu_0$ and $\nu_\pi$ are the centre and edge frequencies. The coupling is $D_{AB}=(2\pi)^2(0.4\ \mathrm{THz})(8.107\ \mathrm{THz})$, the second factor being the crossing frequency. The lower and upper linewidths are 0.30 and 0.50 THz.

At the crossing, $\Delta=2.514$ and $\bar\Gamma=2.513$ rad/ps, so $L=0.1989$ ps. The velocities are $v_{11}=0.644$, $v_{22}=0.613$ and $|v_{12}|=1.255$ km/s. The heat capacities are 0.877 and 0.865 $k_B$; the thermal prefactor $\frac{\omega_1+\omega_2}{2}\left(\frac{C_1}{\omega_1}+\frac{C_2}{\omega_2}\right)$ is $1.743\,k_B$, close to their sum because the frequencies are close. With $k_B/\mathcal V=1.105\times10^5\ \mathrm{J\,K^{-1}m^{-3}}$, the local coherence term is

$$1.105\times10^5\times1.743\times(1255)^2\times0.1989\times10^{-12}
\simeq0.060\ \mathrm{W/(m\,K)}.$$

The local population term is 0.033 W/(m K). Coherence dominates here because $v_{12}$ is twice the group velocities and the mean linewidth matches the separation. With both linewidths four times smaller, the local coherence term would be only 0.22 of the population term. Solving the matrix equation at this $q$ for equal, varying linewidths puts the peak at 0.4001 THz, equal to the separation. With linewidths in the ratio 3:5, the ratio $r/r_\infty$ at $\bar\Gamma=\Delta$ is 0.50000.

Averaged over the zone, $\kappa_P=0.042$ and $\kappa_C=0.015$ W/(m K). Coherence supplies 27% of the sum, less than at the crossing. Scaling the linewidths at fixed ratio, temperature and dispersion gives:

| $\bar\Gamma/2\pi$ (THz) | $\kappa_P$ | $\kappa_C$ | share of $\kappa_C$ |
|---|---|---|---|
| 0.05 | 0.333 | 0.003 | 1% |
| 0.20 | 0.083 | 0.011 | 12% |
| 0.40 | 0.042 | 0.015 | 27% |
| 1.60 | 0.010 | 0.009 | 45% |

Conductivities are in W/(m K). The peak of $\kappa_C$ is at 0.47 THz, between the extreme separations 0.40 and 0.90 THz. In the last row the linewidth is about a fifth of the frequency, so the assumption $\Gamma\ll\omega$ is strained.

**How does this compare with a hafnia memory capacitor?** The frequencies, linewidths and cell size are rough values in the regime of hafnia films, not a computed spectrum. The polar orthorhombic cell has 12 atoms and hence 36 branches; film conductivities are roughly of order 1 W/(m K). The pair's 0.057 W/(m K) is therefore a contribution, not a prediction for a film. The largest omission is the other branches. Three acoustic branches with speed 4 km/s, linewidth 0.1 THz and classical heat capacity would give $3k_B(v^2/3)/(\mathcal V\Gamma)=2.8$ W/(m K), where $v^2/3$ is the average over directions of the squared velocity along $R$. This is an upper size for these inputs because the sound speed is used throughout the zone. It also leaves out the film surfaces. In a 10 nm film, adding a boundary rate $2|v_R|/(10\ \mathrm{nm})$, with $v_R$ the velocity component along the gradient, would lower it to about 1.5 W/(m K). The 27% share must not be assigned to the whole film.

Other omissions change the pair's result less. Adding the boundary rate $2|v_{ss}|/(10\ \mathrm{nm})$ for a 10 nm film lowers the sum by 6.4%. If damping is diagonal in the unmixed coordinates, with widths 0.5 THz for $A$ and 0.3 THz for $B$, the sum falls by 19% from 0.057 W/(m K); measured against keeping only the branch-diagonal part of this damping, its off-diagonal part lowers the sum by 6.1%. An atomic offset of 0.1 nm along $R$ raises $\kappa_C$ by 2.3%. At 358 K, with linewidths assumed proportional to $T$, $\kappa_P$ falls to 0.036 while $\kappa_C$ rises to 0.016 W/(m K). The remaining estimates are in the numerical output.

## Table of computed values

```
cell length 0.5 nm, cross-section 0.25 nm^2
branch A, zone centre and edge: 7.5 8.7 THz
branch B, zone centre and edge: 8.3 7.9 THz
splitting parameter 0.4 THz, temperature 300 K
linewidths lower, upper: 0.30 0.50 THz
-- at the crossing wavevector --
wavevector 3.0922 1/nm, unmixed frequency 8.1074 THz
frequencies 7.9049 8.3050 THz
separation 0.4001 THz = 2.5140 rad/ps
mean linewidth 0.4000 THz = 2.5133 rad/ps
v11, v22: 0.6436 0.6126 km/s
|v12|: 1.2555 km/s
mode heat capacities 0.8768 0.8650 k_B
Lorentz factor 0.1989 ps
local population term 0.0327 W/(m K)
local coherence term 0.0604 W/(m K)
mean linewidth at peak, matrix solution 0.4001 THz
ratio at linewidth=separation over limit 0.50000
-- whole zone --
separation min, max: 0.4001 0.8995 THz
kappa_P 0.0416, kappa_C 0.0152, sum 0.0568 W/(m K)
coherence share 26.8 %
kappa_C peaks at mean linewidth 0.4671 THz
mean linewidth THz, kappa_P, kappa_C W/(m K), share %
  0.05  0.3329  0.0033  1.0
  0.10  0.1664  0.0064  3.7
  0.20  0.0832  0.0113  11.9
  0.40  0.0416  0.0152  26.8
  0.80  0.0208  0.0135  39.4
  1.60  0.0104  0.0085  45.0
largest error against wave decay 4.5e-06
-- crossing, splitting 0.004 THz, widths 0.40 THz --
population / unmixed value 20.00 %
population+coherence / unmixed 99.99 %
-- neglected effects --
rms mean free path 0.281 nm, film 10 nm
film boundaries: sum changes -6.44 %
off-diagonal damping, coordinate widths A 0.5, B 0.3 THz:
  sum changes -6.08 %
atomic offset 0.1 nm: kappa_C changes 2.30 %
true local equilibrium: kappa_C -0.003 %
  same at 60 K, splitting 1.2 THz, widths x3: -4.28 %
other harmonic energy density: kappa_C 0.089 %
pair terms / kappa_C 1.9e-06
mean linewidth / frequency 0.0494
at 358 K, widths prop. to T: kappa_P 0.0363, kappa_C 0.0160 W/(m K)
acoustic inputs: 4.0 km/s, 0.1 THz, 3 branches
acoustic branches, rough upper size 2.81 W/(m K)
```
